# Why a Faraday Shield Beneath a Planar Coil Needs Radial Slots

A copper disk 0.5 mm thick is placed between a four-turn planar coil and the region where a plasma would be. At 13.56 MHz a test loop below the disk receives less than 0.5% of the magnetic flux it would have without the disk. Twelve radial slots, removing a quarter of the metal beyond a small central hub, bring the flux back to about 87% of its value without any shield. Three quarters of the copper is still there, so the amount of metal cannot be the explanation. What matters is where current can flow.

## What has to pass and what has to be stopped

The coil acts on the plasma in two ways. Its changing flux induces an azimuthal electric field, which drives current around the axis. Its turns also carry a high voltage, whose electrostatic field couples capacitively. The shield should stop the second and pass the first.

Fields are taken as quasi-static, with time factor $e^{i\omega t}$ and peak amplitudes. The $z$ axis points up, towards the coil. For a circle of radius $b$ carrying flux $\Phi$, Faraday's law gives the mean azimuthal field,

$$2\pi b\,E_\theta=-i\omega\Phi .$$

Without flux through the circle there is no mean driving field. The coil has circular turns of radii 4, 6, 8 and 10 cm, 2 cm above the shield. The test loop has $b=7$ cm and lies 3 cm below the shield. Its mutual inductance with the coil is $M=0.1934\ \mu$H, so at 10 A without a shield

$$|E_\theta|=\frac{\omega MI}{2\pi b}=\frac{(8.52\times10^{7})(0.1934\times10^{-6})(10)}{2\pi(0.07)}\ \text{V/m}=3.75\ \text{V/cm}.$$

Let $T$ be the flux through this loop divided by its value without a shield, at the same coil current.

## First contribution: current that encircles the axis

Take one closed metal ring out of the disk, with resistance $R$, self-inductance $L$ and mutual inductance $M_r$ to the coil. The voltages around it add to zero:

$$i\omega M_rI_c+(R+i\omega L)I_r=0\quad\Rightarrow\quad I_r=-\frac{i\omega M_r}{R+i\omega L}\,I_c .$$

The flux left in the ring is

$$M_rI_c+LI_r=M_rI_c\left(1-\frac{i\omega L}{R+i\omega L}\right)=M_rI_c\,\frac{R}{R+i\omega L}.$$

If $\omega L\ll R$ the ring is transparent. If $\omega L\gg R$ its current opposes the coil and cancels the flux. A copper ring of radius 7 cm and width 1 cm has $\omega L=26.4\ \Omega$. If its current is spread evenly over the width and flows within one skin depth of one face, $R=42.0$ mΩ. The ratio is 630, so with resistance alone about $1/630=0.16\%$ of the flux remains. The skin layer also has an internal reactance equal to $R$, which raises the flux at the copper face to about 0.22%.

The cancellation does not rely on absorbing power. The ring dissipates

$$\tfrac12R|I_r|^2=\frac{R}{2}\,\frac{\omega^2M_r^2}{R^2+\omega^2L^2}|I_c|^2\;\to\;\frac{R}{2}\left(\frac{M_r}{L}\right)^2|I_c|^2 \quad(\omega L\gg R),$$

which goes to zero with $R$, while the flux is cancelled ever more completely.

A solid disk contains such a ring at every radius. Deep in a good conductor $E\approx0$, so every circle in the metal encloses zero flux, and therefore $B_z=0$ all over the disk. To find the currents, the disk was divided into small cells, each carrying a loop current $\psi$, with $B_z=0$ required at every cell centre. Since $K_\theta=-d\psi/dr$ and $\psi=0$ at the rim, the net circulating current is $\int_0^{R_d}K_\theta\,dr=\psi(0)$, where $R_d$ is the disk radius. Its magnitude is 27.7 A on this mesh (27.6 A when the rim is resolved finely), opposing the coil's 40 ampere-turns.

The flux can then reach the test loop only around the rim, at 15 cm, or through the metal. The cell calculation gives $T=-0.0013$ and a separate axisymmetric one gives $0.0020$. The cell result moves by 0.0024 when the mesh is refined, so the rim leakage is not resolved. With a mesh graded towards the rim it settles near $+0.004$.

## Second contribution: leakage through the copper

Consider a wide sheet of thickness $d$ and conductivity $\sigma$, and a field component of radial wavenumber $k$. Let $u$ be the height above the lower face. The vector potential's profile $F(u)$ obeys $F''=k^2F$ outside the metal and $F''=\gamma^2F$ inside, with $\gamma^2=k^2+i\omega\mu_0\sigma$. Below the sheet only $e^{ku}$ is allowed, because it dies away downwards. With unit transmitted amplitude, $F(0)=1$ and $F'(0)=k$, so inside

$$F=\cosh\gamma u+\frac{k}{\gamma}\sinh\gamma u .$$

Above the sheet $F=Pe^{k(u-d)}+Qe^{-k(u-d)}$, where $P$ is the incident amplitude. Both $F$ and $F'$ are continuous, because copper is non-magnetic. Hence $P=\tfrac12[F(d)+F'(d)/k]$, and

$$T_{\rm metal}=\frac1P=\frac{1}{\cosh\gamma d+\frac12\left(\frac{\gamma}{k}+\frac{k}{\gamma}\right)\sinh\gamma d}.$$

For $d$ much greater than the skin depth $\delta$, and $k\delta\ll1$, we have $\gamma\approx(1+i)/\delta$ and $P\approx(\gamma/4k)e^{\gamma d}$. Thus $|T_{\rm metal}|\approx2\sqrt2\,k\delta\,e^{-d/\delta}$. Here $\delta=17.8\ \mu$m, and with $k=1/(7\ \text{cm})$ the full formula gives $4.7\times10^{-16}$. This path can be dropped. In the opposite limit, a film so thin that $\omega\mu_0\sigma d\ll2k$ (with $kd\ll1$), $T_{\rm metal}\to1$: a poor enough conductor would need no slots for the magnetic field.

## Third contribution: eddy currents that remain between slots

A radial slot open at the rim carries no conduction current across it, and at this size and frequency the displacement current across it is negligible. So practically no net current can encircle the axis outside the hub. The field inside the metal is still nearly zero. The voltage around a circle in the shield plane must therefore appear across the slots, and the flux it represents passes through them.

Eddy currents do not disappear. Each sector still excludes $B_z$ from its own metal, using loops that close within the sector. At 10 A in the coil, the largest such loop current outside $r=2$ cm is 4.2 A. These loops crowd the flux into the slots, at a cost that can be calculated.

Locally the slots form a flat grid of period $p$ and slot width $fp$. Let $x$ run across the slots, with $x=0$ at a slot centre, let $y$ point up, and put $\zeta=x+iy$. Define $w$ by

$$\sin\frac{\pi w}{p}=\frac1s\sin\frac{\pi\zeta}{p},\qquad s=\sin\frac{\pi f}{2}.$$

Take the magnetic potential as $\phi=-H\,\mathrm{Im}\,w$, with $\mathbf H=-\nabla\phi$. In a slot the right side lies between $-1$ and $1$, so $w$ is real and $\phi=0$. On a strip its magnitude exceeds 1, so $\mathrm{Re}\,w$ is constant. Lines of constant $\mathrm{Re}\,w$ are field lines, so no flux enters the metal, as required.

Far above, $\sin(\pi\zeta/p)\approx\frac i2e^{-i\pi\zeta/p}$, and likewise for $w$. Therefore $e^{-i\pi w/p}=e^{-i\pi\zeta/p}/s$, which gives $\mathrm{Im}\,w=y+(p/\pi)\ln(1/s)$. Far below the added term has the opposite sign. Seen from a distance, the grid adds a potential step

$$\phi_{\rm above}-\phi_{\rm below}=-Ht,\qquad t=\frac{2p}{\pi}\ln\frac{1}{\sin(\pi f/2)} .$$

Now let the coil's field vary along the plane with wavenumber $k$. Its potential is $e^{ky}+\rho e^{-ky}$ above and $Te^{ky}$ below. Continuity of the normal field gives $1-\rho=T$. The normal field at the plane is $H=-kT$, so the step condition reads $1+\rho-T=kTt$. Substituting $\rho=1-T$ gives $2-2T=kTt$, or

$$T=\frac{1}{1+kt/2}.$$

This holds for $kp\ll1$. On a disk with $N$ slots $p=2\pi r/N$. With the rough choice $k=1/r$,

$$\frac{kt}{2}=\frac2N\ln\frac1{\sin(\pi f/2)}=\frac{2}{12}(0.961)=0.160,\qquad T=0.862 .$$

A direct calculation for a flat grid with twelve strips per wavelength also gives 0.862. Using the local $t(r)$ over the whole disk removes the guess for $k$ and gives 0.880. The cell calculation of the slotted disk, also with zero thickness, gives 0.879, with a mesh shift of 0.002. At the same slot fraction, six slots give about 0.80 and twenty-four about 0.93: narrower sectors hold weaker eddy loops.

As $f\to1$, $t\to0$ and the shield vanishes magnetically. As $f\to0$, $t$ grows only logarithmically for a sheet of zero thickness. A real sheet adds more. Inside the slot the mean field is $H/f$ over a depth $d$, where free space would have $H$, so $t$ increases by at least $d(1/f-1)$; crowding of the field at the slot edges adds to this. Here the least increase is 1.5 mm, which lowers the averaged result from 0.880 to 0.869. With the crowding included, the increase is about 2.2 mm at $r=7$ cm and the averaged result is about 0.865.

## Fourth contribution: the electrostatic field

For grounded strips the same map serves with metal and slot exchanged. Put $x=0$ at a strip centre and replace $s$ by $\sin[\pi(1-f)/2]=\cos(\pi f/2)$. Above the plane $V=G\,\mathrm{Im}\,w$ vanishes on the metal. On the slots $\mathrm{Re}\,w$ is constant, so $\partial V/\partial y=0$ and $V$ can be continued evenly to the other side. Far away

$$V=G(|y|+\tau),\qquad \tau=\frac p\pi\ln\frac1{\cos(\pi f/2)} .$$

The potential extrapolated to the plane, $G\tau$, is thus $\tau/2$ times the jump $2G$ in slope. A field odd in $y$ can be added freely, since it vanishes on the plane.

With $V=e^{ky}+\rho e^{-ky}$ above and $T_ee^{ky}$ below, continuity gives $1+\rho=T_e$. The slope jump is $k(1-\rho)-kT_e=2k(1-T_e)$. Hence $T_e=k\tau(1-T_e)$, and

$$T_e=\frac{k\tau}{1+k\tau}.$$

For the same $k=1/r$ this is 0.0130. The direct strip calculation gives 0.0136; the difference is mostly discretisation error, because charge crowds at the strip edges and the result converges slowly with cell size. The grid passes about 86% of the magnetic field and 1.3% of the electrostatic field. Charge need only move along the strips to screen the latter, whereas cancelling the flux needs current across the slots. Neither figure includes field that reaches around the rim of the disk. The hub joins the sectors, so a single connection can ground them all. That connection is essential: an ungrounded disk would generally float to a potential of its own and screen far less.

## Fifth contribution: the outer edge of the slots

If a metal rim closes the slots from 13.5 cm outwards, current can encircle the axis again. Each slot is then a hole bounded by metal, and its net flux must be zero. Yet $T$ falls only to about 0.63. (The listed value, 0.615, comes from meshes whose slots effectively end near 13.3 cm; $T$ rises by about 0.01 when the end is placed at 13.5 cm.) Flux passes one way through the inner part of a slot and returns through its outer part, so a circle of intermediate radius still encloses flux. For this coil and disk, a closed rim costs more than the eddy loops in the sectors.

The slot pattern also leaves an angular ripple. Its local wavenumber is $2\pi/p=N/r$, so it decays roughly as $e^{-Nh/r}$ with depth $h$ below the shield. At $r=7$ cm the peak-to-peak ripple, relative to the coil's unshielded on-axis field at the same depth, is 22% at 1 cm and 1.0% at 3 cm.

## Weighing them against a real reactor

The frequency, centimetre dimensions and assumed electron density of $10^{11}\ \text{cm}^{-3}$ are chosen to represent a planar-coil etch reactor. A real plasma carries its own opposing current, which $T$ leaves out. It is modelled here as a sheet of radius 14 cm, 3 cm below the shield, with the conductance of a plasma layer 1.68 cm thick and an assumed electron collision rate of $3\times10^7\ \text{s}^{-1}$. The plasma resistance seen by the coil is then about 2.0 Ω without a shield and 1.7 Ω with the slotted one (the listed 2.04 and 1.71 Ω fall by about 2% when the sheet is divided more finely, with no change in their ratio). Both values depend strongly on the assumed collision rate, and a deep uniform plasma, in which the field decays with depth, would give values about a third lower. Their ratio is much less sensitive to either choice. The model also assumes that the current at a point depends only on the field there. Electrons of a few eV travel about 1 cm in a time $1/\omega$, comparable with the layer thickness, so this is only approximate, and collisionless heating can add to the plasma resistance. At fixed coil current and plasma density the plasma keeps 84% of its power behind a slotted shield of zero thickness, rather than the $0.879^2=77\%$ that the flux through the test loop alone would suggest. Part of the difference arises because the plasma covers a range of radii: in this model a very dilute plasma would keep 80%. The rest comes from the plasma's own opposing current. The thickness of the copper lowers the 84% by about two percentage points.

With the solid disk the plasma resistance is only about 0.5 mΩ (the mesh used here gives 0.4 mΩ, because it does not fully resolve the leakage around the rim), while copper loss in the shield contributes 28 mΩ. Raising the coil current would heat the shield far more than the plasma. For the slotted shield the cell calculation gives a copper loss of 44 mΩ, which is an underestimate: current crowds at the slot edges more sharply than the cells can follow. With the edges of a real 0.5 mm sheet the loss is of order 0.1 Ω, still small beside 1.7 Ω.

Among the departures sized here, closing the rim moves the result most, from 0.88 to about 0.63 for this geometry with a shield of zero thickness. The coil wire is 0.08 of a free-space wavelength long, a phase of 0.5 rad, which alone would let its current vary by about a tenth along the wire. Coupling between the turns and capacitance to the grounded shield can raise this to about a fifth. Metal chamber walls are left out and their effect has not been sized. Most of the values quoted here are listed in the numerical output.

## Computed results

```
frequency: 13.56 MHz; coil current (peak): 10 A
coil turn radii: 4, 6, 8, 10 cm
coil height above shield: 2 cm
test loop radius: 7 cm; depth below shield: 3 cm
shield radius: 15 cm; hub radius: 1 cm
copper thickness: 0.5 mm; resistivity: 1.7e-08 ohm m
slots: 12; slot fraction of circumference: 0.25
slot period at test radius: 3.67 cm
slot width at test radius: 0.92 cm
copper skin depth: 17.8 um
copper surface resistance: 0.95 mohm per square
ring 7 cm radius, 1 cm wide: L = 0.310 uH
same ring: R = 42.0 mohm; omega L = 26.4 ohm
same ring: omega L / R = 630
ring test at omega L/R = 3: flux left 0.3162 (time integration)
transmission through the copper itself: 4.7e-16
coil to test loop mutual inductance, no shield: 0.1934 uH
T solid disk, mesh: -0.0013
T solid disk, axisymmetric solver: 0.0020
T slotted disk, 12 slots, mesh: 0.879
T slotted disk, 12 slots, averaged law: 0.880
T slotted disk, 6 slots, mesh: 0.801
T slotted disk, 24 slots, mesh: 0.932; averaged law: 0.933
T slots closed by an outer rim from 13.5 cm: 0.615
mesh shift of T, solid: +0.0024
mesh shift of T, slotted: -0.0020
mesh shift of T, closed rim: +0.0018
induced field at test loop, no shield: 3.75 V/cm
induced field, slotted: 3.29 V/cm
induced field, solid: -0.005 V/cm
circulating current in solid disk: 27.7 A
largest eddy loop current within a slotted sector: 4.2 A
strip grid, k = 1/r: magnetic T formula 0.862, numerical 0.862
strip grid, k = 1/r: electric leak formula 0.0130, numerical 0.0136
ripple / on-axis coil field, 1 cm below: 0.2241
ripple / on-axis coil field, 3 cm below: 0.0098
T slotted with copper thickness included (averaged law): 0.869
plasma density: 1e+11 cm^-3; collision rate: 3e+07 s^-1
plasma sheet thickness (inertial skin depth): 1.68 cm
plasma resistance at coil, no shield: 2.043 ohm
plasma resistance at coil, slotted: 1.713 ohm
plasma resistance at coil, solid: 0.00039 ohm
plasma resistance ratio slotted/none: 0.839
plasma resistance ratio solid/none: 0.00019
copper loss resistance at coil, solid: 27.8 mohm
copper loss resistance at coil, slotted (rough): 43.8 mohm
coil wire length / free-space wavelength: 0.080
```
